# Francis-Payne Finite-Basis Corrections to Plane-Wave Energy and Pressure

Before relaxing the volume of a crystal in a plane-wave code, one must decide whether the printed pressure can be used as it stands, whether it can be corrected at the present cutoff, or whether the cutoff must be raised. An energy that looks nearly converged does not settle the matter. In the model crystal treated below, a basis error of 1.5 mHa in a total energy of about 1 hartree comes with a pressure error of about 1.5 GPa, enough to reverse the sign of the pressure, because the converged pressure at the chosen volume is only about 1 GPa. The first quantity to compute is the derivative of the energy with respect to the logarithm of the cutoff. It fixes the part of the pressure error that can be corrected; what remains depends on how the basis error varies with volume.

## Two ways of changing the volume

Consider a cell of volume $V$ with norm-conserving pseudopotentials. The orbitals are expanded in the normalized functions $V^{-1/2}e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$ with

$$\frac{\hbar^2|\mathbf k+\mathbf G|^2}{2m}\le E_c ,\tag{1}$$

where $\mathbf G$ is a reciprocal-lattice vector and $\mathbf k$ a sampling point. Norm conservation means that the overlap matrix is the unit matrix. The electron number and the fractional coordinates of the atoms and of the $\mathbf k$-points are held fixed, and volume changes are uniform dilations.

Each $\mathbf G$ occupies a volume $(2\pi)^3/V$ of reciprocal space. With $k_c=(2mE_c)^{1/2}/\hbar$, the mean number of waves inside the cutoff sphere is therefore

$$N=\frac{V}{(2\pi)^3}\,\frac{4\pi k_c^3}{3}=\frac{V}{6\pi^2}\left(\frac{2mE_c}{\hbar^2}\right)^{3/2}.\tag{2}$$

For a single $\mathbf k$-point the actual number is an integer that jumps as $V$ or $E_c$ changes. With dense $\mathbf k$-sampling the jumps average out, and both $N$ and the energy per cell $E(V,E_c)$ may be treated as smooth functions. That limit is assumed in this section. The logarithmic differential of (2) is

$$d\ln N=d\ln V+\tfrac32\,d\ln E_c .\tag{3}$$

If the volume changes at constant $N$, the left side vanishes, so that

$$\left(\frac{\partial \ln E_c}{\partial V}\right)_N=-\frac{2}{3V}.\tag{4}$$

Expanding the cell with a fixed number of waves thus lowers the effective cutoff as $V^{-2/3}$. Define

$$D\equiv\left(\frac{\partial E}{\partial\ln E_c}\right)_V .\tag{5}$$

The chain rule and (4) give

$$\left(\frac{\partial E}{\partial V}\right)_N=\left(\frac{\partial E}{\partial V}\right)_{E_c}+D\left(\frac{\partial \ln E_c}{\partial V}\right)_N=\left(\frac{\partial E}{\partial V}\right)_{E_c}-\frac{2D}{3V}.\tag{6}$$

A pressure is minus a volume derivative of the energy. Writing $P_N$ and $P_{E_c}$ for the pressures at constant plane-wave number and at constant cutoff, we reverse all signs in (6):

$$P_N=P_{E_c}+P_{\rm Pulay},\qquad P_{\rm Pulay}=\frac{2D}{3V}.\tag{7}$$

The corrected pressure is therefore $P_{E_c}=P_N-2D/(3V)$.

## Which pressure the code prints

The analytic pressure is a Hellmann-Feynman derivative, and it has to be identified with one side of (7). Label each wave by the integer indices of $\mathbf G$ and keep this list fixed while the cell is scaled. For one orbital with coefficient vector $c$, Hamiltonian matrix $H(V)$ and eigenvalue $\varepsilon=c^\dagger Hc$,

$$\frac{d\varepsilon}{dV}=c^\dagger\frac{\partial H}{\partial V}c+\varepsilon\,\frac{d(c^\dagger c)}{dV}=c^\dagger\frac{\partial H}{\partial V}c .\tag{8}$$

The terms containing $dc/dV$ were combined by means of $Hc=\varepsilon c$, and they vanish because $c^\dagger c=1$ at every volume. In Kohn-Sham theory the same argument applies to the total energy: it is stationary under changes of the coefficients that preserve orthonormality, and that condition does not contain $V$. The analytic pressure is thus the derivative for a fixed list of waves, which is $P_N$. Some codes add the finite-basis correction to the stress themselves, or smooth the kinetic energy near the cutoff; what they print is then not the bare $P_N$, and the correction below must not be added without checking.

A model with both a local and a separable potential shows what has to be differentiated. Let each site carry a Gaussian well with Fourier transform $\tilde v(q)\propto e^{-\sigma^2q^2/2}$, and a separable term $h|\beta\rangle\langle\beta|$ with $\tilde\beta(K)\propto e^{-\sigma^2K^2/2}$. Set $\mathbf K=\mathbf k+\mathbf G$, $\mathbf K'=\mathbf k+\mathbf G'$ and $q=|\mathbf G-\mathbf G'|$. All wave vectors scale as $V^{-1/3}$, so $V\,dq/dV=-q/3$. The kinetic energy scales as $V^{-2/3}$, hence $V\,dT/dV=-\tfrac23T$. The local matrix element is $\tilde v(q)/V$, and

$$V\frac{d}{dV}\frac{\tilde v(q)}{V}=-\frac1V\left[\tilde v+\frac q3\frac{d\tilde v}{dq}\right]=-\frac{\tilde v}{V}\left(1-\frac{\sigma^2q^2}{3}\right),\tag{9}$$

because $q\,d\tilde v/dq=-\sigma^2q^2\tilde v$. The separable element $h\tilde\beta(K)\tilde\beta(K')/V$ acquires the same factor with $q^2$ replaced by $K^2+K'^2$, one term from each projector. Multiplication by $-1/V$ gives

$$P_N=\frac1V\left\langle\tfrac23T+V_{\rm loc}\left(1-\tfrac{\sigma^2q^2}{3}\right)+V_{\rm sep}\left(1-\tfrac{\sigma^2(K^2+K'^2)}{3}\right)\right\rangle .\tag{10}$$

The brackets denote a sum over occupied orbitals, with the factors in parentheses multiplying the matrix elements one by one. The numerical check compares (10) with a finite difference of the energy at a fixed list of waves.

At finite $\mathbf k$-sampling, (7) has a simple picture. As $V$ grows at fixed $E_c$, waves enter the sphere one shell at a time. Between two entries the energy has the slope $-P_N$; at each entry it drops. The slope averaged over many entries is $-P_{E_c}$, and the drops account for the difference.

## The correction to the energy

The drops also make a computed energy-volume curve ragged. Let $N_{\rm act}=\sum_{\mathbf k}w_{\mathbf k}N_{\mathbf k}$ be the actual mean number of waves, with weights that sum to one, and let $N_{\rm id}$ be the value from (2). Waves close to the cutoff contribute nearly equal amounts to the energy, once averaged over direction. To leading order the computed energy is then the smooth function evaluated at $N_{\rm act}$ instead of $N_{\rm id}$. At fixed volume (3) reads $d\ln N=\tfrac32\,d\ln E_c$, so

$$\left(\frac{\partial E}{\partial\ln N}\right)_V=\frac23D .\tag{11}$$

A first-order expansion from the actual to the ideal number gives the Francis-Payne energy correction,

$$E_{\rm corr}=E_{\rm calc}+\frac23D\,\ln\frac{N_{\rm id}}{N_{\rm act}} .\tag{12}$$

If the sphere happens to hold too many waves, the logarithm is negative. With $D<0$ the correction is then positive, as it should be, since the surplus waves had lowered the energy.

Equations (7) and (12) are consistent. Between two jumps $N_{\rm act}$ is constant and $\ln N_{\rm id}$ has the volume derivative $1/V$. Differentiating (12), and dropping the product of $dD/dV$ with the small logarithm, gives

$$-\frac{dE_{\rm corr}}{dV}=P_N-\frac{2D}{3V}=P_{E_c}.\tag{13}$$

The pressure correction therefore belongs to the analytic pressure. A pressure obtained by fitting energies computed at fixed cutoff over a volume range that spans many jumps is already an estimate of $P_{E_c}$ and must not be corrected again. Over a range that contains no jump the fit returns $P_N$ instead; in the single-$\mathbf k$-point example below, the range from 5.08 to 5.16 bohr gives a pressure too low by 1.3 GPa.

In practice $D$ follows from two further calculations at the same volume, with cutoffs slightly below and above $E_c$. Dividing the energy difference by the difference in $\ln N_{\rm act}$ and multiplying by $\tfrac32$, as (11) requires, removes much of the counting noise from the slope.

## Why the Pulay pressure is negative, and when it is large

Raising $E_c$ at fixed $V$ adds waves and removes none. The minimum of the same energy functional over a larger space cannot be higher, so

$$D\le0\quad\Longrightarrow\quad P_{\rm Pulay}\le0 .\tag{14}$$

This holds for hard and soft pseudopotentials alike. It requires that the functional itself does not change with the cutoff; integration grids that are too coarse can violate this condition. The sign comes from the variational principle, and hardness determines the magnitude.

To find the magnitude, add a thin shell of waves $|\mathbf K\rangle$ just outside the cutoff sphere. Let $\psi_n$ be an occupied orbital of the old basis, with eigenvalue $\varepsilon_n$ and occupation $f_n$, and keep the Hamiltonian fixed. The kinetic energy is diagonal in plane waves and $\psi_n$ has no component on the shell, so the coupling is $\langle\mathbf K|H|\psi_n\rangle=\langle\mathbf K|V_{\rm ps}|\psi_n\rangle$, where $V_{\rm ps}$ is the whole potential, local and separable. Denote the admixed amplitude by $a_{\mathbf K}$. If couplings between shell waves are neglected and the diagonal element of $H$ is replaced by the kinetic energy $T_K=\hbar^2K^2/2m$, the shell row of the eigenvalue equation is

$$\langle\mathbf K|V_{\rm ps}|\psi_n\rangle+T_Ka_{\mathbf K}=\varepsilon_na_{\mathbf K}
\;\Longrightarrow\;
a_{\mathbf K}=-\frac{\langle\mathbf K|V_{\rm ps}|\psi_n\rangle}{T_K-\varepsilon_n}.\tag{15}$$

Projecting the eigenvalue equation on $\psi_n$ gives the level shift $\sum_{\mathbf K}\langle\psi_n|V_{\rm ps}|\mathbf K\rangle a_{\mathbf K}$. Summed over occupied orbitals, the energy change is

$$\delta E\simeq-\sum_nf_n\sum_{\mathbf K\in{\rm shell}}\frac{|\langle\mathbf K|V_{\rm ps}|\psi_n\rangle|^2}{T_K-\varepsilon_n}.\tag{16}$$

By (3), a shell of logarithmic width $\delta\ln E_c$ holds $\tfrac32N\,\delta\ln E_c$ waves. Let $\overline{(\cdots)}$ be the average over waves at the cutoff, where $T_K=E_c$. Dividing (16) by $\delta\ln E_c$ and inserting the result in (7), where $\tfrac{2}{3V}\cdot\tfrac32N=N/V$, we obtain

$$P_{\rm Pulay}\simeq-\frac NV\sum_nf_n\frac{\overline{|\langle\mathbf K|V_{\rm ps}|\psi_n\rangle|^2}}{E_c-\varepsilon_n}.\tag{17}$$

A pseudopotential is hard when $V_{\rm ps}\psi_n$ varies rapidly near the nucleus and so retains large Fourier components at high $K$. At a given cutoff these components make (17) large. Once the cutoff lies beyond them, the Pulay pressure of the hard potential is small too. Equation (16) is a leading-order result for a fixed Hamiltonian. In a self-consistent calculation the response of the density adds a further second-order term, which is not included here; (7), (12) and (14) do not depend on this estimate.

The mechanical meaning follows from (4). At constant $N$ an expanding cell loses spatial resolution. The sharp structure near the nuclei is described less well and the energy rises, which opposes expansion. This acts as an inward pull, that is, a negative pressure. If $B>0$ is the bulk modulus, then near the equilibrium volume of the fixed-cutoff curve $P_N\simeq-B\,\delta V/V+P_{\rm Pulay}$. Setting this to zero gives

$$\frac{\delta V}{V}\simeq\frac{P_{\rm Pulay}}{B}\le0 ,\tag{18}$$

so relaxation with the uncorrected pressure ends below the equilibrium volume of the fixed-cutoff curve. This presumes that such an equilibrium exists; the model below is studied at a fixed volume and does not test (18).

## What remains after the correction

Write $E(V,E_c)=E_\infty(V)+\eta(V,E_c)$, where $\eta\ge0$ is the basis error and $P_\infty=-dE_\infty/dV$ is the converged pressure. Since $E_\infty$ does not depend on the cutoff, $D=\partial\eta/\partial\ln E_c$, and

$$P_{E_c}=P_\infty-\left(\frac{\partial\eta}{\partial V}\right)_{E_c},\qquad
P_N=P_{E_c}+\frac{2}{3V}\frac{\partial\eta}{\partial\ln E_c}.\tag{19}$$

The correction removes the second kind of error and leaves the first. It works well when $\eta$ at fixed cutoff hardly depends on volume. That is plausible if the error arises close to the nuclei, where the orbitals change little under a modest dilation. It cannot be relied on if compression alters the orbitals there, or if the cutoff is so low that bonding regions are poorly described.

Equation (19) also relates the pressure error to the energy error. If $\eta$ falls locally as $E_c^{-s}$, then $D=-s\eta$, and the Pulay pressure is $-2s\eta/(3V)$. Its magnitude is $2s/3$ times $\eta/V$. Whether this matters depends on the pressure it is compared with, which is small near the equilibrium volume.

## A hard and a soft model potential

The example is a simple cubic model crystal with lattice constant $a=5$ bohr and two non-interacting electrons per cell in the lowest band. The sites carry the potentials of (10) with $h=-1$ hartree. The hard potential has $\sigma=0.6$ bohr and the soft one $\sigma=0.9$ bohr. The well depths, 1.812 and 0.315 hartree, make an isolated site bind one electron at $-0.5$ hartree in both cases. Numbers are in hartree atomic units, where $\hbar=m=e=1$.

At $E_c=12$ hartree, (2) gives

$$N_{\rm id}=\frac{125\times24^{3/2}}{6\pi^2}=248.2 ,$$

while the $4\times4\times4$ mesh of $\mathbf k$-points holds 249.75 waves on average. For the hard potential the slope is $D=-9.454$ mHa, and (7) gives

$$P_{\rm Pulay}=\frac{2\times(-9.454\times10^{-3})}{3\times125}=-5.04\times10^{-5}\ \text{hartree/bohr}^3=-1.48\ \text{GPa}.$$

The analytic pressure is $-1.74\times10^{-5}$ hartree/bohr³, or $-0.51$ GPa. Subtracting the Pulay part,

$$P_{E_c}=(-1.74+5.04)\times10^{-5}=3.30\times10^{-5}\ \text{hartree/bohr}^3=0.97\ \text{GPa}.$$

The analytic pressure at 30 hartree, which serves as reference, is 0.96 GPa. The uncorrected value has the wrong sign: it would make the cell contract where the reference makes it expand. The remaining difference of 0.013 GPa is about 1% of the Pulay pressure. This closeness should not be read as the accuracy of the correction. The slope was taken from cutoffs 5% below and above $E_c$, and it changes by a few percent, several times 0.013 GPa in pressure, with the step and the $\mathbf k$-mesh. The analytic pressure also depends on the mesh through the wave count: meshes from $6\times6\times6$ to $14\times14\times14$ give between $-0.54$ and $-0.56$ GPa instead of $-0.51$ GPa. The comparison does not separate these uncertainties from the volume derivative in (19).

The energy error relative to the same reference is 1.53 mHa on this mesh, which holds slightly too many waves; at the ideal count it is 1.57 mHa. The local exponent is thus $s=9.454/1.526\approx6.2$, so the Pulay pressure is $2s/3\approx4.1$ times $\eta/V=0.36$ GPa; it reverses the sign here because the net pressure is only about 1 GPa. For the soft potential $D$ is only $-0.002$ mHa, and its pressure of 4.22 GPa needs no correction.

The relation (7) was also tested without using the reference. Over a window from $0.92$ to $1.08$ of the central volume, energies of the hard crystal at fixed cutoff give a mean pressure of 1.00 GPa. The mean analytic pressure is $-0.54$ GPa and the mean Pulay part $-1.56$ GPa, so their difference is 1.02 GPa. For a 5% rise in cutoff, (16) predicts an energy change of $-0.418$ mHa, and the computed change is $-0.422$ mHa.

The Pulay pressure, estimated with the same 5% steps and the same mesh, changes with cutoff as follows. At 8 and 12 hartree the entries are good to about 3%. At 16 and 24 hartree, where the error falls more steeply, they overstate the magnitude, by about 5 and 7% for the hard potential and by about 14 and 21% for the soft one.

| $E_c$ (hartree) | hard (GPa) | soft (GPa) |
|---|---|---|
| 8 | $-9.5$ | $-0.022$ |
| 12 | $-1.5$ | $-3.2\times10^{-4}$ |
| 16 | $-0.27$ | $-1.0\times10^{-5}$ |
| 24 | $-0.011$ | $-1.9\times10^{-8}$ |

Every entry is negative, and at each cutoff the hard potential has the larger magnitude. Yet the hard potential at 24 hartree has a smaller Pulay pressure than the soft one at 8 hartree. Hardness must therefore be judged together with the cutoff, although the product $\sigma^2E_c$ alone does not fix the size: at equal $\sigma^2E_c$ the hard potential still has a Pulay pressure several times larger.

The energy correction is seen most clearly with a single special $\mathbf k$-point, where the count jumps strongly. At $a=5.08$ bohr the hard crystal has 272 waves, against an ideal number of 260.29. Equation (12) adds

$$\tfrac23(-9.454)\ln\frac{260.29}{272}=+0.277\ \text{mHa},$$

which changes the error relative to the 30 hartree reference from 1.309 to 1.586 mHa. The error has grown, and this is intended: (12) restores the error that belongs to the nominal cutoff, which largely cancels from energy differences as long as $\eta$ at fixed cutoff depends little on volume. Over nine lattice constants from 4.84 to 5.16 bohr, the standard deviation of the error falls from 0.115 to 0.013 mHa, with the slope computed once, at $a=5$ bohr.

The neglected second order accounts for only a small part of the scatter that remains. With $D\propto E_c^{-s}$, the next term in the expansion behind (12) is $\tfrac12s|D|x^2$, where $x=\tfrac23\ln(N_{\rm act}/N_{\rm id})$. At $a=5.08$ bohr $x=0.029$, and an exponent for $D$ taken close to the value of about 6 found for $\eta$ gives about 0.02 mHa. At 4.88 and 5.16 bohr, however, $|x|<0.004$ and this term is below 0.001 mHa, yet the corrected errors are 1.546 and 1.570 mHa. This calculation does not identify the source of the rest.

For the decision posed at the start, one computes $D$ at a single volume and compares $2D/(3V)$ with the pressure accuracy required. If it is negligible, the analytic pressure needs no Pulay correction. If it matters, (7) removes the Pulay part of the pressure, and (12) smooths the energy curve as long as $\ln(N_{\rm id}/N_{\rm act})$ is small. The term $(\partial\eta/\partial V)_{E_c}$ in (19) remains in either case and is not determined by $D$. It can be checked by comparing the corrected pressure with one at a higher cutoff, as was done here for the hard potential at 12 hartree. If the difference exceeds the accuracy required, the cutoff must be raised.

## Numbers as computed

```
hard: sigma = 0.6 bohr, well depth = 1.8121 hartree
soft: sigma = 0.9 bohr, well depth = 0.3147 hartree
soft site level, plane waves, 10 bohr cell: -0.50033 hartree
a = 5.0 bohr, V = 125.0 bohr^3, Ecut = 12.0 hartree
ideal plane-wave number: 248.19
1 hartree/bohr^3 = 29421.0 GPa
hard: mean plane-wave number 249.75, at 30.0 Ha 979.8
hard: E = -0.997284, E at 30.0 Ha = -0.998810 hartree
hard: basis error of E = 1.5263 mHa
hard: dE/dlnEcut = -9.4541 mHa
hard: pressures in hartree/bohr^3 (and GPa)
   fixed set: -1.7435e-05 (-0.513)
   Pulay part: -5.0422e-05 (-1.483)
   corrected: 3.2986e-05 (0.970)
   reference: 3.2543e-05 (0.957)
   corrected - reference: 4.4347e-07 (0.013)
soft: mean plane-wave number 249.75, at 30.0 Ha 979.8
soft: E = -0.994268, E at 30.0 Ha = -0.994268 hartree
soft: basis error of E = 0.0002 mHa
soft: dE/dlnEcut = -0.0020 mHa
soft: pressures in hartree/bohr^3 (and GPa)
   fixed set: 1.4359e-04 (4.225)
   Pulay part: -1.0787e-08 (-0.000)
   corrected: 1.4360e-04 (4.225)
   reference: 1.4360e-04 (4.225)
   corrected - reference: 4.3254e-10 (0.000)
hard, mean pressures for V from 0.92 to 1.08 of V0, in GPa:
   fixed cutoff, from energies: 1.000
   fixed set: -0.536, Pulay: -1.557
   fixed set minus Pulay: 1.022
hard: energy change, Ecut +5%: -0.42192 mHa, shell formula -0.41847 mHa
soft: energy change, Ecut +5%: -0.00008 mHa, shell formula -0.00008 mHa
Pulay pressure in GPa: Ecut (hartree), hard, soft
   8  -9.510e+00  -2.192e-02
   12  -1.483e+00  -3.174e-04
   16  -2.727e-01  -1.007e-05
   24  -1.137e-02  -1.885e-08
hard, one k-point: a (bohr), N, N_ideal, E-Eref raw, corrected (mHa)
   4.84  232  225.11  1.365  1.555
   4.88  232  230.74  1.512  1.546
   4.92  238  236.46  1.510  1.551
   4.96  238  242.28  1.667  1.555
   5.00  251  248.19  1.503  1.574
   5.04  251  254.19  1.657  1.577
   5.08  272  260.29  1.309  1.586
   5.12  272  266.49  1.443  1.573
   5.16  272  272.78  1.589  1.570
standard deviation: raw 0.115 mHa, corrected 0.013 mHa
```
